# Probability That a Chip of Ten Billion Contacts Has No Failure: test program

```python
"""
Result under test: a chip with N independent contacts, each failing with
probability p, has no failed contact with probability
    Y = (1 - p)**N, close to exp(-N p) when N p**2 is small.
For N = 10**10 and p = 10**-10 this is close to exp(-1).
Photon model: a contact fails if it absorbs fewer than T photons; the
absorbed number is Poisson distributed with mean m.
Energies are in eV and lengths in angstrom.
"""
import numpy as np
import mpmath as mp
from scipy.optimize import brentq
from scipy.special import gammaincc, gammaln

mp.mp.dps = 50


def power_by_squaring(base, exponent):
    """Integer power using multiplication only."""
    result = mp.mpf(1)
    while exponent:
        if exponent & 1:
            result *= base
        base *= base
        exponent >>= 1
    return result


def poisson_probability(n, mean):
    return np.exp(n * np.log(mean) - mean - gammaln(n + 1.0))


def failure_probability(mean, threshold):
    """Probability of fewer than threshold absorbed photons."""
    counts = np.arange(threshold)
    return float(np.sum(poisson_probability(counts, mean)))


def chip_yield(p, number):
    return float(np.exp(number * np.log1p(-p)))


# Main result: direct multiplication against the exponential
N = 10**10
p = mp.mpf(1) / 10**10
Y = power_by_squaring(1 - p, N)
Y_exponential = mp.exp(-N * p)
relative_error = Y / Y_exponential - 1
predicted_error = -N * p**2 / 2
assert mp.exp(-N * p / (1 - p)) < Y < Y_exponential
assert abs(relative_error / predicted_error - 1) < mp.mpf("1e-6")

# Exactly one failure, and two or more
P_one = N * p * power_by_squaring(1 - p, N - 1)
P_more = 1 - Y - P_one
assert abs(P_one - mp.exp(-1)) < mp.mpf("1e-9")
assert abs(P_more - (1 - 2 * mp.exp(-1))) < mp.mpf("1e-9")

# Failure probability allowed for a wanted yield
wanted_yield = 0.99
p_wanted = float(-np.log(wanted_yield) / N)
Y_check = power_by_squaring(1 - mp.mpf(p_wanted), N)
assert abs(Y_check - wanted_yield) < 1e-10

# Product rule and independence: scatter photons over small chips
rng = np.random.default_rng(12345)
small_N, small_mean, small_T, chips = 50, 20.0, 11, 20000
totals = rng.poisson(small_N * small_mean, size=chips)
counts = rng.multinomial(totals, np.full(small_N, 1.0 / small_N))
simulated_yield = float(np.mean(np.all(counts >= small_T, axis=1)))
small_p = failure_probability(small_mean, small_T)
small_yield = (1.0 - small_p)**small_N
standard_error = np.sqrt(small_yield * (1 - small_yield) / chips)
# five standard errors allow for the sampling noise
assert abs(simulated_yield - small_yield) < 5 * standard_error

# Photon model: mean count that gives the stated failure probability
side = 200.0           # angstrom
photon_energy = 92.0   # eV
T = 600                # absorbed photons
p_target = float(p)


def mean_for(p_value):
    return brentq(
        lambda m: np.log(failure_probability(m, T) / p_value),
        T, 2 * T, xtol=1e-10)


m = mean_for(p_target)
p_model = failure_probability(m, T)
assert abs(gammaincc(T, m) / p_model - 1) < 1e-8
energy_per_area = m * photon_energy / side**2

# Sensitivity to dose: formula against finite difference
slope = -m * poisson_probability(T - 1, m) / p_model
h = 0.01
slope_numeric = m * (np.log(failure_probability(m + h, T))
                     - np.log(failure_probability(m - h, T))) / (2 * h)
assert abs(slope_numeric / slope - 1) < 1e-6

# Shifted doses and chip-to-chip variation
p_low = failure_probability(0.99 * m, T)
p_high = failure_probability(1.01 * m, T)
Y_low, Y_high = chip_yield(p_low, N), chip_yield(p_high, N)
mean_p = (p_low + p_high) / 2
average_yield = (Y_low + Y_high) / 2
yield_from_mean_p = chip_yield(mean_p, N)
assert Y_low < float(Y) < Y_high
assert average_yield > yield_from_mean_p

m_wanted = mean_for(p_wanted)
dose_increase = 100 * (m_wanted / m - 1)
assert abs(chip_yield(gammaincc(T, m_wanted), N) - wanted_yield) < 1e-8

print(f"number of contacts N: {N:.1e}")
print(f"failure probability p: {float(p):.1e}")
print(f"mean number of failures N p: {float(N * p):.4f}")
print(f"probability of no failure: {float(Y):.8f}")
print(f"exp(-N p): {float(Y_exponential):.8f}")
print(f"probability of no failure: {100 * float(Y):.2f} percent")
print(f"relative error of direct over exponential: "
      f"{float(relative_error):.4e}")
print(f"predicted relative error -N p^2/2: {float(predicted_error):.4e}")
print(f"probability of exactly one failure: {float(P_one):.6f}")
print(f"probability of two or more failures: {float(P_more):.6f}")
print(f"wanted yield: {wanted_yield:.2f}")
print(f"p needed for wanted yield: {p_wanted:.5e}")
print(f"simulation, contacts per chip: {small_N}")
print(f"simulation, number of chips: {chips}")
print(f"simulation, mean photons per contact: {small_mean:.1f}")
print(f"simulation, threshold photons: {small_T}")
print(f"simulation, p of one contact: {small_p:.6f}")
print(f"simulation, counted yield: {simulated_yield:.4f}")
print(f"simulation, product-rule yield: {small_yield:.4f}")
print(f"simulation, standard error: {standard_error:.4f}")
print(f"contact side: {side:.1f} angstrom")
print(f"photon energy: {photon_energy:.1f} eV")
print(f"threshold T: {T} absorbed photons")
print(f"mean absorbed photons m for p: {m:.3f}")
print(f"relative photon noise 1/sqrt(m): {100 / np.sqrt(m):.3f} percent")
print(f"absorbed energy per area: {energy_per_area:.4f} eV/angstrom^2")
print(f"d ln p / d ln m: {slope:.3f}")
print(f"p at 1 percent lower dose: {p_low:.4e}")
print(f"yield at 1 percent lower dose: {Y_low:.6f}")
print(f"p at 1 percent higher dose: {p_high:.4e}")
print(f"yield at 1 percent higher dose: {Y_high:.6f}")
print(f"average p of the two doses: {mean_p:.4e}")
print(f"average yield of the two doses: {average_yield:.6f}")
print(f"yield computed from average p: {yield_from_mean_p:.6f}")
print(f"mean photons for wanted yield: {m_wanted:.3f}")
print(f"dose increase for wanted yield: {dose_increase:.3f} percent")
print("no test failed")
```

Running it gives:

```
number of contacts N: 1.0e+10
failure probability p: 1.0e-10
mean number of failures N p: 1.0000
probability of no failure: 0.36787944
exp(-N p): 0.36787944
probability of no failure: 36.79 percent
relative error of direct over exponential: -5.0000e-11
predicted relative error -N p^2/2: -5.0000e-11
probability of exactly one failure: 0.367879
probability of two or more failures: 0.264241
wanted yield: 0.99
p needed for wanted yield: 1.00503e-12
simulation, contacts per chip: 50
simulation, number of chips: 20000
simulation, mean photons per contact: 20.0
simulation, threshold photons: 11
simulation, p of one contact: 0.010812
simulation, counted yield: 0.5839
simulation, product-rule yield: 0.5807
simulation, standard error: 0.0035
contact side: 200.0 angstrom
photon energy: 92.0 eV
threshold T: 600 absorbed photons
mean absorbed photons m for p: 769.207
relative photon noise 1/sqrt(m): 3.606 percent
absorbed energy per area: 1.7692 eV/angstrom^2
d ln p / d ln m: -173.559
p at 1 percent lower dose: 5.5087e-10
yield at 1 percent lower dose: 0.004051
p at 1 percent higher dose: 1.7127e-11
yield at 1 percent higher dose: 0.842592
average p of the two doses: 2.8400e-10
average yield of the two doses: 0.423322
yield computed from average p: 0.058427
mean photons for wanted yield: 788.773
dose increase for wanted yield: 2.544 percent
no test failed
```
